Kamberský's torque-correlation damping and its minimum against temperature

In a model ferromagnetic layer with a spin–orbit strength of 0.1 eV, the computed Gilbert damping, averaged over a circular precession, is 3.8×10⁻⁴ at 50 K, 3.2×10⁻⁴ at 200 K and 6.7×10⁻⁴ at 800 K. Scattering grows steadily with temperature in this model, yet the damping first falls and then rises. Two contributions with opposite dependence on the electron lifetime produce this behaviour.

SETTING AND ASSUMPTIONS

Let the unit vector m be the direction of the electron spin polarization, uniform in space and slowly varying in time. In mean field the electrons obey

H(m) = H₀ + H_xc + H_so,  H_xc = −(Δ/2) σ·m.

Here Δ is a fixed exchange splitting, σ are the Pauli matrices, H_so is the spin–orbit coupling, and H₀ does not act on spin. The spin moment per cell is s Bohr magnetons. With g = 2 the spin angular momentum per cell has magnitude J = ħs/2.

(A1) Scatterers are static and spin independent, and belong to H₀. Phonons are included in this way when k_BT exceeds their energies.

(A2) After averaging over scatterers, every band state has the same energy half width Γ. Its amplitude decays as exp(−Γt/ħ) and its probability as exp(−t/τ), so Γ = ħ/(2τ).

(A3) The average of a product of two spectral operators is replaced by the product of their averages. This neglects vertex corrections.

(A4) The precession frequency ω satisfies ωτ ≪ 1.

Let e₁, e₂, m be right-handed orthogonal axes and σ⁻ = (σ₁ − iσ₂)/2. Let ⟨…⟩_k be the mean over the Brillouin zone, j and l band indices of the crystal without scatterers, and f the Fermi function.

THEOREM

(i) Under A1–A4 the damping of circular precession is

α = (π/s) ⟨ Σ_jl |⟨j|[σ⁻, H_so]|l⟩|² ∫dε (−f′) A_j(ε) A_l(ε) ⟩_k,

A_j(ε) = (Γ/π) / [(ε − E_j)² + Γ²].

(ii) For a sharp Fermi function, and Γ small compared with the band gaps at the Fermi surface and with the energies over which the bands vary, the terms j = l give a/Γ and the terms j ≠ l give bΓ, to leading order, with a and b independent of Γ. The first is proportional to τ, the second to 1/τ.

(iii) In that regime α is smallest at Γ* = √(a/b), where α = 2√(ab). A minimum against temperature follows if Γ(T) increases through Γ*.

LEMMA 1: POWER LOST BY THE MAGNETIZATION

The Gilbert equation implies an energy loss αJ|ṁ|² per cell.

Proof. Let E(m) be the energy per cell and g = ∂E/∂m. For the spin direction, the Gilbert equation reads

ṁ = (1/J) g×m − α m×ṁ.

The magnetic moment points along −m. Reversing the vector turns the last term into the usual +α m×ṁ form. Take the cross product of m with the equation. Since m·ṁ = 0, m×(m×ṁ) = −ṁ, and m×(g×m) is the part g_⊥ of g transverse to m:

m×ṁ = g_⊥/J + αṁ.

The left side is perpendicular to ṁ, so the scalar product with ṁ gives g·ṁ = −αJ|ṁ|². This is dE/dt. ∎

LEMMA 2: POWER ABSORBED BY THE ELECTRONS

Let m tilt by a small amount u(t) = u₀ cos ωt toward a transverse unit vector e. The perturbation is uF, with F = −(Δ/2)σ·e. At low frequency the mean absorbed power is

P = πħ ⟨u̇²⟩ Σ_μν |F_μν|² ∫dε (−f′) δ(ε − E_μ) δ(ε − E_ν),

where μ and ν are eigenstates of H including the scatterers.

Proof. The part of the drive that raises the energy has amplitude u₀/2. The golden rule gives the rate from μ to ν as

(2π/ħ)(u₀²/4)|F_νμ|² δ(E_ν − E_μ − ħω).

Absorption carries the factor f_μ(1 − f_ν) and the reverse emission f_ν(1 − f_μ). Their difference is f_μ − f_ν, which for small ω is ħω(−f′). Each transition transfers ħω, so the prefactor is

ħω · ħω · (2π/ħ)(u₀²/4) = (π/2)ħω²u₀².

Since ⟨u̇²⟩ = ω²u₀²/2, this equals πħ⟨u̇²⟩. The system is made large before ω tends to zero, so that the levels form a continuum. ∎

LEMMA 3: EXCHANGE TORQUE AND SPIN–ORBIT TORQUE

Let n = m×e and T = (i/2)[σ·n, H_so]. Then

F_μν = T_μν − (i/2)(E_ν − E_μ)(σ·n)_μν.

Proof. The rule [σ·p, σ·q] = 2iσ·(p×q) and n×m = e give

−(i/2)[σ·n, H_xc] = −(i/2)(−Δ/2)(2i) σ·e = −(Δ/2)σ·e = F.

By A1, H₀ and its scatterers commute with σ. Hence [σ·n, H_xc] = [σ·n, H] − [σ·n, H_so], and

F = −(i/2)[σ·n, H] + T.

The matrix element of [σ·n, H] between μ and ν is (E_ν − E_μ)(σ·n)_μν. ∎

On the energy shell, E_μ = E_ν, the two torques have equal matrix elements. In Lemma 2 the energies differ by ħω, so replacing F by T changes the matrix element by a term that vanishes with ω.

PROOF OF PART (i)

For N cells the magnetization loses NαJ⟨u̇²⟩ = Nα(ħs/2)⟨u̇²⟩. Equating this to P, with F replaced by T, gives for a tilt toward e

α_e = (2π/sN) Σ_μν |T_μν|² ∫dε (−f′) δ(ε − E_μ) δ(ε − E_ν).

The double sum is the trace Tr[T δ(ε−H) T δ(ε−H)]. By A3 each spectral operator is averaged separately. By A2 the averaged resolvent is (ε + iΓ − H_c)⁻¹, with H_c the crystal Hamiltonian without scatterers. Its anti-Hermitian part gives the average of δ(ε−H): an operator diagonal in the bands, with elements A_j(ε). Thus

α_e = (2π/s) ⟨ Σ_jl |T_jl|² ∫dε (−f′) A_j A_l ⟩_k.

In circular precession the two transverse velocities have equal mean squares and are uncorrelated, so α = (α₁ + α₂)/2. With G_jl = |T₁,jl|² + |T₂,jl|²,

α = (π/s) ⟨ Σ_jl G_jl ∫dε (−f′) A_j A_l ⟩_k.

It remains to identify G. Since m×e₁ = e₂ and m×e₂ = −e₁,

T₁ = (i/2)[σ₂, H_so],  T₂ = −(i/2)[σ₁, H_so].

Therefore [σ₂, H_so] = −2iT₁ and [σ₁, H_so] = 2iT₂, and

[σ⁻, H_so] = ½(2iT₂ − i(−2i)T₁) = −(T₁ − iT₂).

The squared element is G_jl plus the cross term 2 Im(T₁,jl* T₂,jl). Exchanging j and l conjugates both Hermitian matrix elements and reverses its sign, while A_jA_l is unchanged. The cross terms cancel in the sum, which proves (i). ∎

Remark on the choice of torque. F and T are interchangeable between true eigenstates of equal energy, but not after A3, because Lorentzians connect states of different energy. At zero spin–orbit coupling T vanishes, while F connects each state to its spin-reversed partner at distance Δ. For that pair |F₁|² + |F₂|² = Δ²/2. The interband coefficient derived below then gives a false damping

(2Γ/s)(Δ²/2)(1/Δ²)ρ = ρΓ/s,

with ρ the density of states per cell at the Fermi energy. With spin-independent scatterers the true damping is zero here, so this value is an artefact of the approximations. Using T gives the correct zero, though it does not make vertex corrections vanish at finite coupling.

PROOF OF PART (ii), INTRABAND TERMS

With a sharp Fermi function −f′ becomes δ(ε − ε_F). For j = l the factor is A_j², a narrow peak in E_j with area

∫dx (Γ²/π²)/(x² + Γ²)² = (Γ²/π²) · π/(2Γ³) = 1/(2πΓ).

Hence A_j² ≈ δ(ε_F − E_j)/(2πΓ), and

α_intra = a/Γ = 2aτ/ħ,  a = (1/2s) ⟨ Σ_j G_jj δ(ε_F − E_j) ⟩_k.

The diagonal elements have a direct meaning. The commutator with the crystal Hamiltonian has no diagonal part, so T_jj = F_jj, and by the Hellmann–Feynman theorem F_jj = dE_j/du. The band energies move as m turns, and the Fermi surface breathes.

A relaxation equation gives the same result by another route. Let occupations relax toward the instantaneous Fermi function f_eq at the rate 1/τ. The lag h = f − f_eq obeys ḣ = −h/τ − ḟ_eq, so for slow motion h = −τf′Ė_j. The work done against it is

Σ hĖ_j = τ Σ (−f′)(dE_j/du)² u̇².

Equating this to N(ħs/2)α_e u̇² gives α_e = (2τ/ħs)⟨Σ_j(−f′)T_jj²⟩_k. Its average over two tilts is 2aτ/ħ, as before.

This route shows two limits of the result. For an oscillation exp(−iωt) the lag is −τḟ_eq/(1 − iωτ), and its dissipative part is reduced by 1/(1 + ω²τ²). The growth with τ therefore stops when ωτ approaches one, outside A4. Also, if the Fermi-surface mean of dE_j/du were not zero, the chemical potential would follow it to conserve particle number. That mean would have to be subtracted, which the torque formula under A3 does not do.

PROOF OF PART (ii), INTERBAND TERMS

For j ≠ l let D = E_j − E_l, with |D| ≫ Γ. Where E_j crosses ε_F, A_j acts as a delta function and A_l is the tail Γ/(πD²). The same holds with the bands exchanged. Regions where neither band is at ε_F contribute at order Γ². Thus

A_jA_l ≈ (Γ/πD²)[δ(ε_F − E_j) + δ(ε_F − E_l)].

The two terms give equal sums, because G_jl and D² are symmetric in j and l. Multiplying by π/s,

α_inter = bΓ = bħ/(2τ),  b = (2/s) ⟨ Σ_{j≠l} G_jl δ(ε_F − E_j)/D² ⟩_k. ∎

The condition on the gap matters. Consider a pair of bands with constant separation D and a uniform density of levels. Integrating A_jA_l over the level position convolves two Lorentzians, whose half widths add:

∫dE_j A_jA_l = (2Γ/π)/(D² + 4Γ²).

For Γ ≪ |D| this grows as Γ. It peaks at Γ = |D|/2 and then falls as 1/(2πΓ), the intraband value. Two bands closer than their broadening thus damp like one band. When Γ exceeds every distance |ε_F − E_j| in a set of bands of finite width, A_j ≈ 1/(πΓ) and the interband sum falls as 1/Γ².

PROOF OF PART (iii) AND THE TEMPERATURE LAW

For α = a/Γ + bΓ with a, b > 0,

dα/dΓ = −a/Γ² + b = 0 at Γ* = √(a/b).

The second derivative 2a/Γ³ is positive, and each term equals √(ab) there, so α = 2√(ab). For the leading-order forms to hold at this point, Γ* must itself be small compared with the gaps.

When phonon scattering is linear in temperature, take

Γ(T) = Γ₀ + πλk_BT,

with Γ₀ from static defects and λ a dimensionless coupling. If Γ₀ < Γ*, the minimum lies at

T* = (Γ* − Γ₀)/(πλk_B). ∎

If Γ₀ ≥ Γ*, the sample starts on the rising side and has no minimum at T > 0 within the leading-order law. An increasing Γ(T) that stays below Γ* gives no minimum either, because α then only falls.

COROLLARY: POWERS OF THE SPIN–ORBIT STRENGTH

Let H_so = (ξ/2)L·σ. Suppose the bands at the Fermi surface stay separated at ξ = 0 and have no orbital moment there. Then generically a ∝ ξ⁴ and b ∝ ξ² to leading order, so Γ* ∝ ξ and α_min ∝ ξ³.

Proof. The commutation rule used in Lemma 3 gives

T = (i/2)(ξ/2)(2i) Σ_i L_i σ·(n×e_i) = −(ξ/2) σ·(n×L).

At ξ = 0 a band state is a product of a spin state and an orbital state with ⟨L⟩ = 0, so the first-order part of T_jj vanishes. The admixture of other states, itself of order ξ, makes T_jj of order ξ², and a contains its square. Off-diagonal elements of L need not vanish, so T_jl is of order ξ and b of order ξ². The other two powers follow from √(a/b) and √(ab). ∎

Bands that are degenerate at the Fermi surface without spin–orbit coupling violate the premise, and these powers then need not hold.

WORKED EXAMPLE

Take a square layer with orbitals yz, zx, xy and m along x in the plane. With lattice constant one and energies in eV, the spin-independent part has diagonal elements

yz: −0.5 cos k_y − 0.1 cos k_x
zx: −0.5 cos k_x − 0.1 cos k_y
xy: 1.2 − 0.5(cos k_x + cos k_y)

and a yz–zx coupling 0.4 sin k_x sin k_y. In this orbital order (L_i)_jl = iε_ijl. The parameters are Δ = 3 eV and ξ = 0.1 eV. A constant −Δ/2 is added to all three diagonal elements, so that energies are measured from the minority yz/zx level, and ε_F = 0. All three majority bands are full, with their top 0.8 eV below ε_F, and the minority bands hold one electron, so s = 3 − 1 = 2.

Symmetry fixes which tilts contribute to a. A half turn about z followed by time reversal preserves k and m_x but reverses m_z. Band energies are therefore even in a tilt toward z, and its T_jj is zero. Reflection x → −x preserves m_x and reverses m_y and k_x. For a tilt toward y, dE_j/du thus has opposite signs at k_x and −k_x. Its Fermi-surface mean vanishes, and no chemical-potential correction is needed.

The 6×6 Hamiltonian was diagonalized on a uniform grid of 720×720 points in the zone, reduced by symmetry to one quadrant. Replacing the delta functions by Gaussians of standard deviation 10 meV gives

a = 2.256×10⁻⁶ eV,  b = 1.124×10⁻² eV⁻¹.

With sharp delta functions, integrated along the Fermi lines, the values are 2.255×10⁻⁶ eV and 1.123×10⁻² eV⁻¹, so the fourth digit depends on the smoothing. The leading-order minimum is then

Γ* = √(2.256×10⁻⁶ / 1.124×10⁻²) eV = 14.2 meV,

α_min = 2√(2.256×10⁻⁶ × 1.124×10⁻²) = 3.18×10⁻⁴.

For states within 10 meV of the Fermi energy the smallest gap is 0.47 eV, about 33 times Γ*, so the leading-order regime applies. The full Lorentzian sum gives

Γ = 5 meV: intraband 4.51×10⁻⁴, interband 0.56×10⁻⁴
Γ = 10 meV: intraband 2.26×10⁻⁴, interband 1.13×10⁻⁴
Γ = 20 meV: intraband 1.13×10⁻⁴, interband 2.27×10⁻⁴
Γ = 40 meV: intraband 0.56×10⁻⁴, interband 4.57×10⁻⁴

Each doubling of Γ nearly halves the first part and doubles the second. Numerical minimization of the full sum gives 3.20×10⁻⁴ at Γ = 14.1 meV, or τ = 23.4 fs.

For Γ₀ = 5 meV and λ = 0.2 the broadening rises by 0.0541 meV per kelvin, so

T* = (14.06 − 5.00)/0.0541 K ≈ 167 K.

This explains the opening numbers. At 50 K, Γ = 7.7 meV and the intraband part dominates; at 800 K, Γ = 48 meV and the interband part does. The opening values also include the thermal width of −f′, by a weighted sum over energies at fixed chemical potential on a 560×560 grid. Relative to a sharp Fermi function this raises the damping by about 0.3% at 200 K and 11% at 800 K. The minimum thus comes from Γ(T), while the energy dependence of the band sums steepens the rise.

If the defects alone give Γ₀ = 28.1 meV, twice the value at the minimum, the sharp-Fermi-function damping is 4.2×10⁻⁴, 5.6×10⁻⁴ and 8.4×10⁻⁴ at 50, 300 and 800 K. The low-temperature fall is absent.

At very large broadening the interband law fails as well. At Γ = 1 eV the linear law would give 1.1×10⁻², but the full interband sum is 1.4×10⁻³, and at 3 eV it has dropped to 4.2×10⁻⁴. The drop, with effective power −1.1, is slower than 1/Γ² because Γ does not yet exceed every distance |ε_F − E_j|. The minority bands reach about 2 eV above ε_F, and their terms alone fall with power −1.6. The spin-flip terms, which involve majority bands 3 eV lower, fall with power −0.7. Between 10 and 30 eV the total power is −1.9.

Doubling ξ from 0.05 to 0.1 eV changes a with the effective power 4.04 and b with 2.04. The full minimum moves from 7.0 to 14.1 meV, and its height grows from 3.88×10⁻⁵ to 3.20×10⁻⁴, a factor 8.2 where the leading cubic law gives 8.

The choice of torque has a large effect here. With ρ = 0.958 eV⁻¹ and Γ = 20 meV, the estimate of the false damping is 0.958 × 0.020/2 = 9.6×10⁻³. The exchange-torque sum at ξ = 0 gives 1.0×10⁻², about 30 times the spin–orbit-torque result 3.4×10⁻⁴ at ξ = 0.1 eV and the same Γ.

All values above are averages over the two tilts and apply to circular precession. The two tilts differ strongly here. To leading order, with Γ in eV, α_y = 2a/Γ + 3.6×10⁻³ Γ and α_z = 1.9×10⁻² Γ. The first is smallest at Γ ≈ 35 meV, about 560 K on the linear law, and the second has no minimum. In elliptical precession the energy loss weights each α_e by ⟨u̇_e²⟩, so the minimum moves up in temperature when the long axis lies along y and fades when it lies along z. The direction x is also not the easy axis of this model: the band energy is about 1.7 meV per cell lower for m along z. An applied field must hold m in the plane, and the precession is close to circular only when that field far exceeds the anisotropy.

These numbers belong to a mean-field model with one constant Γ. Vertex corrections, magnons, the decrease of Δ with temperature, and differences in scattering between states are left out. They could shift the minimum substantially or change its depth. The linear Γ(T) is also used down to 50 K, where k_BT is only 4.3 meV. If typical phonon energies are larger than this, phonon scattering is weaker there than the linear law says, and the minimum lies at a higher temperature.
